# The D2M delay metric for a uniform open RC line

## Problem

An on-chip wire is modelled as a uniform line of total resistance $R$, total capacitance $C$ and length $\ell$. It is uncharged until $t=0$, when an ideal source applies a unit voltage step at $x=0$. The far end $x=\ell$ is open. Let $H(s)$ be the transfer function from the source to a chosen point, and define its moments by

$$H(s)=1-m_1s+m_2s^2-\dots$$

The two-moment delay metric D2M estimates the 50 percent delay as

$$t_{\rm D2M}=\ln 2\,\frac{m_1^2}{\sqrt{m_2}} .$$

1. Find $m_1$, $m_2$ and $t_{\rm D2M}$ at the open end.
2. Find the exact 50 percent delay there and compare.
3. Explain how close the two are, and decide whether the agreement holds along the whole line.
4. Include a driver resistance $R_d$ and a load capacitance $C_L$.
5. Evaluate the delays for a narrow copper wire, and estimate the effects that the ideal model neglects.

## Solution

### 1. Moments and metric

With $r=R/\ell$ and $c=C/\ell$, the voltage drop along the wire and the charging of its capacitance give

$$\frac{\partial v}{\partial x}=-rI,\qquad \frac{\partial I}{\partial x}=-c\,\frac{\partial v}{\partial t}.$$

Differentiating the first equation and inserting the second gives $\partial^2v/\partial x^2=rc\,\partial v/\partial t$. Now measure position as $\xi=x/\ell$ and time in units of $RC=rc\,\ell^2$. Then

$$\frac{\partial^2 v}{\partial \xi^2}=\frac{\partial v}{\partial t},\qquad v(0,t)=1,\qquad \left.\frac{\partial v}{\partial\xi}\right|_{\xi=1}=0 .$$

The last condition says that no current leaves the open end. Since the line starts uncharged, the Laplace transform turns $\partial/\partial t$ into $s$, so that $H''=sH$ with $H(0)=1$ and $H'(1)=0$. Primes denote derivatives with respect to $\xi$. The solution is

$$H(\xi,s)=\frac{\cosh[(1-\xi)\sqrt s]}{\cosh\sqrt s}.$$

Insert $H=\sum_k(-1)^km_ks^k$, with $m_0=1$, into $H''=sH$. The coefficient of $s^k$ is $(-1)^km_k''$ on the left and $(-1)^{k-1}m_{k-1}$ on the right, hence

$$m_k''=-m_{k-1},\qquad m_k(0)=0,\quad m_k'(1)=0 .$$

For $k=1$, $m_1''=-1$. The condition at $\xi=1$ gives $m_1'=1-\xi$, and the one at $\xi=0$ gives

$$m_1=\xi-\tfrac12\xi^2 .$$

For $k=2$, $m_2''=-\xi+\xi^2/2$, so $m_2'=A-\xi^2/2+\xi^3/6$. Setting this to zero at $\xi=1$ gives $A=\tfrac12-\tfrac16=\tfrac13$, and

$$m_2=\tfrac13\xi-\tfrac16\xi^3+\tfrac1{24}\xi^4 .$$

At the open end $m_1=\tfrac12$ and $m_2=\tfrac{8-4+1}{24}=\tfrac5{24}$. With units restored,

$$t_{\rm D2M}=\ln2\,\frac{1/4}{\sqrt{5/24}}\,RC=\ln 2\,\sqrt{\frac{24}{16\cdot5}}\,RC=\ln2\,\sqrt{\tfrac3{10}}\,RC=0.3797\,RC .$$

**The factor in $m_2$.** The impulse response is $h=\partial v/\partial t$, and $H=\int_0^\infty h\,e^{-st}dt$. Expanding the exponential shows that $m_1=\int t\,h\,dt$ but $m_2=\tfrac12\int t^2h\,dt$, half the raw second moment. Using the raw moment would divide the metric by $\sqrt2$ and give $0.2685\,RC$.

**The factor $\ln 2$.** A single pole has $H=1/(1+s\tau)=1-\tau s+\tau^2s^2-\dots$, so $m_1^2/\sqrt{m_2}=\tau$. Its step response $1-e^{-t/\tau}$ reaches one half at $\tau\ln2$, and the metric is exact in that case.

### 2. Exact delay

Let $w=1-v$ be the part of the step still missing. It obeys the same diffusion equation, with $w(0,t)=0$, $w'(1,t)=0$ and $w(\xi,0)=1$. The functions $\sin k_n\xi$ satisfy both boundary conditions if $\cos k_n=0$, that is $k_n=(2n+1)\pi/2$. The initial value 1 has the expansion coefficients

$$\frac{\int_0^1\sin k_n\xi\,d\xi}{\int_0^1\sin^2k_n\xi\,d\xi}=\frac{(1-\cos k_n)/k_n}{1/2}=\frac2{k_n},$$

and therefore

$$w(\xi,t)=\sum_{n=0}^\infty\frac2{k_n}\sin(k_n\xi)\,e^{-k_n^2t}.$$

At $\xi=1$, $\sin k_n=(-1)^n$. Keeping the slowest term and setting $w=\tfrac12$ gives

$$\frac4\pi e^{-\pi^2t/4}=\frac12\quad\Rightarrow\quad t=\frac4{\pi^2}\ln\frac8\pi=0.37882 .$$

The next term is negative. At this time it equals $-\frac{4}{3\pi}(\pi/8)^9$, because its exponent is nine times that of the first. It makes $w$ slightly smaller, so the crossing comes slightly earlier. The numerical root of the series is

$$t_{50}=0.37875\,RC .$$

D2M is thus 0.24 percent above the exact delay. The first moment alone (the Elmore delay), $0.5\,RC$, is 32 percent above it, and $\ln2\,m_1=0.3466\,RC$ is 8.5 percent below it.

### 3. Origin and range of the agreement

Integration by parts, with $h=-\partial w/\partial t$, gives $m_1=\int w\,dt$ and $m_2=\int t\,w\,dt$. The boundary terms vanish because $w$ decays exponentially. Inserting the series at $\xi=1$,

$$m_1=\sum_n\frac{2(-1)^n}{k_n^3},\qquad m_2=\sum_n\frac{2(-1)^n}{k_n^5}.$$

The slowest mode alone would give $m_1=0.51602$, $m_2=0.20914$ and a metric of $0.4036\,RC$, which is 6.6 percent above the exact delay. The higher modes lower $m_1$ by 3.1 percent, and hence $m_1^2$ by about 6.1 percent. They lower $\sqrt{m_2}$ by only 0.2 percent. The metric therefore falls by about 5.9 percent, which nearly cancels the excess. The small error at the open end is the remainder of two larger, opposite contributions.

This balance depends on position, as the two expressions show when evaluated at other $\xi$:

| $\xi$ | D2M ($RC$) | exact ($RC$) | error relative to exact |
|---|---|---|---|
| 0.25 | 0.1166 | 0.0687 | +69.8 % |
| 0.50 | 0.2530 | 0.2396 | +5.6 % |
| 0.75 | 0.3468 | 0.3467 | +0.03 % |
| 1.00 | 0.3797 | 0.3787 | +0.24 % |

The error does not fall steadily towards the end. A scan of the outer half in steps of 0.01 finds its least value, +0.023 percent, at $\xi=0.77$.

Close to the driver the failure can be derived. For $\xi\ll1$, $m_1\approx\xi$ and $m_2\approx\xi/3$, so

$$t_{\rm D2M}\approx\ln2\,\frac{\xi^2}{\sqrt{\xi/3}}=\sqrt3\,\ln2\;\xi^{3/2}.$$

The true crossing happens while the voltage at the far end is still negligible. Up to then the line acts very nearly as if it were infinitely long, with $v=\operatorname{erfc}(\xi/2\sqrt t)$. This equals one half at a fixed value $\eta$ of the argument, so $t_{50}=\xi^2/4\eta^2$. The ratio of metric to exact delay therefore grows as $\xi^{-1/2}$. Physically, a point near the driver passes one half early but then waits for the rest of the line to charge. That slow tail enters the moments and hardly affects the crossing.

### 4. Driver and load

Let $\rho=R_d/R$, $\gamma=C_L/C$ and $\theta=\sqrt s$, and let $V_L$ be the transformed voltage at the load. The current is $I=-v'/R$, so the load requires $-v'(1)=\gamma sV_L$. The solution of $v''=sv$ with this slope and $v(1)=V_L$ is

$$v=V_L\{\cosh[\theta(1-\xi)]+\gamma\theta\sinh[\theta(1-\xi)]\}.$$

The source voltage is $v(0)+R_dI(0)=v(0)-\rho v'(0)$. Dividing it by $V_L$ gives

$$\frac1H=(1+\rho\gamma s)\cosh\theta+(\rho+\gamma)\,\theta\sinh\theta .$$

With $\cosh\theta=1+s/2+s^2/24+\dots$ and $\theta\sinh\theta=s+s^2/6+\dots$, this is $1+b_1s+b_2s^2+\dots$, where

$$b_1=\tfrac12+\rho+\gamma+\rho\gamma,\qquad b_2=\tfrac1{24}+\tfrac{\rho+\gamma}6+\tfrac{\rho\gamma}2 .$$

Inverting the series gives $H=1-b_1s+(b_1^2-b_2)s^2-\dots$, so $m_1=b_1$ and $m_2=b_1^2-b_2$. For $\rho=\gamma=0$ this returns $\tfrac14-\tfrac1{24}=\tfrac5{24}$. For $\rho\to\infty$, $b_2/b_1^2$ vanishes as $1/\rho$. The circuit becomes one resistor charging one capacitance, and the metric becomes exact.

### 5. A narrow copper wire

Take rough typical values for an intermediate wiring level of an advanced logic chip: width 40 nm, thickness 80 nm, length 200 µm, effective resistivity 4.5 µΩ cm and capacitance 0.2 fF/µm. The resistivity is well above that of bulk copper because surfaces and grain boundaries scatter electrons in so narrow a wire. The resistance per length is 14.06 Ω/µm, so

$$R=2812.5\ \Omega,\qquad C=40\ \text{fF},\qquad RC=112.5\ \text{ps}.$$

The metric gives $0.37965\times112.5=42.71$ ps and the exact delay is 42.61 ps. The difference is 0.10 ps.

The following changes are made one at a time, with everything else held at the ideal case.

- **Driver and load.** A repeater of 1000 Ω and a gate of 2 fF give $\rho=0.3556$, $\gamma=0.05$, $m_1=0.9233$ and $m_2=0.7344$. The exact delay rises to 77.42 ps, 82 percent above the ideal case. D2M gives 77.58 ps, an error of 0.20 percent.
- **Neighbours.** Let a fraction $f=0.6$ of $C$ couple to adjacent wires. The charging current per unit of $C$ is $(1-f)\dot v+f(\dot v-\dot v_n)$, with $v_n$ the neighbours' voltage. In a periodic bus of identical wires switching together, $\dot v_n=\dot v$ and the capacitance is multiplied by $1-f$. If alternate wires switch oppositely, $\dot v_n=-\dot v$ and the factor is $1+f$. The delays are 17.04 ps and 68.17 ps. In both cases the wire still acts as a single line with a rescaled $C$, and the relative error of the metric stays at 0.24 percent. If alternate wires are instead held at zero at their driven end only, the input is half the sum of the two patterns and the response is the mean of the two line responses. Then $m_1$ is unchanged and $m_2$ is multiplied by $1+f^2$. The exact delay is 33.5 ps, below the ideal value, which assumes neighbours at ground along their whole length. D2M gives 36.6 ps, an error of 9 percent.
- **Heating.** Let only the phonon part of the resistivity rise, at a rough 0.0068 µΩ cm/K. Then 80 K adds $0.0068\times80/4.5=12.1$ percent, and the delay becomes 47.76 ps.
- **Input ramp.** For a linear rise lasting 40 ps, the delay between the 50 percent points is 44.03 ps, or 3.3 percent more. For a ramp of duration $T\gg RC$ the output is $(t-m_1)/T$ once the initial transient has passed, so this delay tends to $m_1=0.5\,RC$, here 56.3 ps.
- **Inductance.** With a rough 0.5 pH/µm, the total is 100 pH and the time of flight $\sqrt{LC}$ is 2.0 ps. Replacing $R$ by $R+sL$ changes the delay by less than 0.01 percent. This wire is governed by diffusion.

For these numbers, the driver and the switching of neighbours move the delay by tens of picoseconds, against 0.1 to 0.2 ps for the error of the metric at the far end when the wire acts as a single line. In those cases the accuracy of a delay estimate at the far end is set mainly by the circuit description. The error of the metric itself also matters near the driver and, at about 3 ps, at the far end when the neighbours are quiet resistive wires. Two further departures are not estimated here: a real repeater is a nonlinear transistor circuit, not a fixed resistor, and it has output capacitance of its own. The decimals in the delays serve only to compare the cases with one another; the rough input values do not fix the delay of a real wire so closely.

## Table of computed values

```
m1 from time integral: 0.50000 RC
m2 from time integral: 0.20833 (RC)^2
D2M closed form: 0.37965 RC
D2M from integrated moments: 0.37965 RC
exact 50% delay: 0.37875 RC
slowest-mode 50% delay: 0.37882 RC
D2M error: +0.239 %
m1 alone (Elmore): 0.5000 RC; ln2*m1: 0.3466 RC
wrong D2M with raw second moment: 0.2685 RC
slowest-mode m1: 0.51602 RC, m2: 0.20914 (RC)^2
D2M from slowest mode only: 0.40360 RC
xi=0.25: D2M 0.1166 RC, exact 0.0687 RC, error +69.78 %
xi=0.50: D2M 0.2530 RC, exact 0.2396 RC, error +5.61 %
xi=0.75: D2M 0.3468 RC, exact 0.3467 RC, error +0.03 %
xi=1.00: D2M 0.3797 RC, exact 0.3787 RC, error +0.24 %
least error in outer half: +0.023 % at xi=0.77
wire: 40 nm x 80 nm x 200 um
resistivity: 4.5 uOhm cm; capacitance: 0.2 fF/um
resistance per length: 14.06 Ohm/um
R: 2812.5 Ohm; C: 40.0 fF; RC: 112.50 ps
D2M delay: 42.71 ps
exact delay: 42.61 ps
D2M minus exact: 0.102 ps
driver: 1000 Ohm; load: 2.0 fF
rho: 0.3556; gamma: 0.0500
loaded m1: 0.9233 RC; m2: 0.7344 (RC)^2
loaded exact delay: 77.42 ps
loaded D2M: 77.58 ps
loaded D2M error: +0.20 %
coupling share of C: 0.60
delay, neighbours switch with wire: 17.04 ps
delay, neighbours switch against: 68.17 ps
phonon slope: 0.0068 uOhm cm/K; heating: 80 K
delay of heated wire: 47.76 ps
heating effect: +12.1 %
input ramp, 0 to 100%: 40 ps
delay with ramp: 44.03 ps
ramp effect: +3.33 %
inductance: 0.5 pH/um; time of flight: 2.00 ps
inductance effect on delay: +0.0065 %
```
